# Dewetting wavelength of a thin no-slip film under van der Waals forces, part 2

A liquid film of mean thickness \(h_0\) on a rigid solid at \(z=0\) is unstable under van der Waals forces. The question is which wavelength grows fastest, how fast, and when the shallow-film answer holds.

The surface is \(z=h(x,t)=h_0+\zeta\), with \(\zeta=a\,e^{st}\cos qx\). Surface tension is \(\gamma\), viscosity \(\eta\), and the effective van der Waals (Hamaker) constant \(A\), with \(A>0\) destabilizing. Units are SI, with lengths often in nm. Subscripts \(x,z,t\) denote derivatives; primes on \(F\) denote \(d/dh\). The horizontal velocity is \(u\); the pressure \(p\) includes the potential energy of the molecular forces. The gas exerts no shear stress. The basic model assumes no slip and nonretarded forces.

The energy per area \(F=-A/(12\pi h^2)\) has \(F''=-A/(2\pi h_0^4)\) at \(h_0\). A wave is driven by the pressure \(E\zeta\), where \(E=\gamma q^2+F''\), and in a shallow film grows at the rate

\[
s=-\frac{h_0^3q^2}{3\eta}E .
\]

The maximum is at \(q_m^2=|F''|/(2\gamma)\), with \(\lambda_m=4\pi^{3/2}\sqrt{\gamma/A}\,h_0^2\) (the square law) and \(s_m=h_0^3|F''|^2/(12\gamma\eta)\). Also \(k=q/q_m\) and \(\tau=1/s_m\).

Before linearization, the film equation is

\[
h_t=\frac{\partial}{\partial x}\left\{
\frac{h^3}{3\eta}\frac{\partial}{\partial x}
\left[F'(h)-\gamma h_{xx}\right]\right\}.
\]

The quadratic van der Waals pressure term is \(-2\zeta/h_0\) times the linear one; the flux factor \(h^3\) changes by the relative amount \(3\zeta/h_0\).

For oxide of thickness \(d\) on silicon, with effective constants \(A_{\rm ox}\) and \(A_{\rm Si}\) for the film on each bulk material,

\[
F'(h)=\frac{1}{6\pi}\left[\frac{A_{\rm ox}}{h^3}
-\frac{A_{\rm ox}-A_{\rm Si}}{(h+d)^3}\right].
\]

The example is short-chain polystyrene on thickly oxidized silicon: \(h_0=4\) nm, \(\gamma=0.03\) N/m, \(A=A_{\rm ox}=2\times10^{-20}\) J, \(\eta=10^4\) Pa s, temperature 330 K. These give \(\lambda_m=436.5\) nm and \(\tau=364\) s.

### Finite depth

The shallow-film approximation can be checked by solving the full equations of slow viscous flow. Let all fields vary as \(e^{iqx}\), let \(w(z)\) be the vertical velocity, and let a prime on \(w\) denote \(d/dz\). Incompressibility, \(iqu+w'=0\), gives \(u=iw'/q\). The horizontal force balance then gives \(p=\eta(w'''-q^2w')/q^2\). Inserting this in the vertical balance \(p'=\eta(w''-q^2w)\) yields

\[
w''''-2q^2w''+q^4w=0 .
\]

At the solid \(w=w'=0\). At the surface, zero shear stress \(u'+iqw=0\) means \(w''+q^2w=0\), and the normal stress condition is \(p-2\eta w'=E\zeta\).

Let \(Z=qz\). The solutions that satisfy both wall conditions are combinations of \(\sinh Z-Z\cosh Z\) and \(Z\sinh Z\). At the surface set \(x=qh_0\), \(S_x=\sinh x\) and \(C_x=\cosh x\). With coefficients \(a\) and \(c\), zero shear stress requires

\[
-2xC_x\,a+2(C_x+xS_x)\,c=0 .
\]

This is met by \(a=C_x+xS_x\) and \(c=xC_x\), up to a common factor. The surface velocity is then

\[
w=(C_x+xS_x)(S_x-xC_x)+x^2S_xC_x=S_xC_x-x,
\]

where \(C_x^2-S_x^2=1\) was used. The normal stress condition becomes

\[
E\zeta=\eta q\left[(C_x+xS_x)(-2C_x+2xS_x)-2x^2C_x^2\right]
=-2\eta q\,(C_x^2+x^2).
\]

Since \(w=s\zeta\) at the surface, division gives

\[
s=-\frac{E}{2\eta q}\,
\frac{\sinh x\cosh x-x}{\cosh^2x+x^2}.
\]

For small \(x\), the numerator is \(\tfrac23x^3(1+x^2/5)\) and the denominator is \(1+2x^2\), to the order needed. The shallow-film rate is thus multiplied by \(1-9x^2/5\). In the example \(x=0.0576\) at the fastest wave, so the predicted change of the rate is \(-0.60\%\). The full formula gives \(-0.59\%\) for the peak rate and \(+0.15\%\) for the wavelength, both relative to the shallow-film values.

### What the no-slip condition decides

Suppose the liquid slides at the wall with \(u=b\,u_z\), where \(b\) is the slip length. In a shallow film the wall shear rate is \(-h_0p_x/\eta\). Slip adds the uniform velocity \(-bh_0p_x/\eta\) and hence the flux \(-bh_0^2p_x/\eta\). The no-slip flux is multiplied by \(1+3b/h_0\). This factor does not contain \(q\), so growth is faster but the fastest wavelength stays the same. For \(b=4\) nm the factor is 4; full viscous flow gives a rate 3.93 times the shallow-film no-slip value and a wavelength of 438.5 nm.

Very strong slip is different. The film then moves nearly as a plug, and stretching it along \(x\) costs stress. Incompressibility gives \(w_z=-u_x\). The vertical stress must equal minus the driving pressure \(P=E\zeta\), so \(p=P-2\eta u_x\), and the horizontal stress is \(-p+2\eta u_x=-P+4\eta u_x\). Balancing its gradient over the depth against wall friction gives

\[
\frac{\eta u}{b}=h_0(-P_x+4\eta u_{xx}).
\]

For a wave, \(u_{xx}=-q^2u\), so the velocity is reduced by the factor \(1/(1+4bh_0q^2)\). With \(B=4bh_0q_m^2\), the growth rate is proportional to \(k^2(2-k^2)/(1+Bk^2)\). Setting the derivative with respect to \(k^2\) to zero gives \(2-2k^2-Bk^4=0\), or

\[
k^2=\frac{\sqrt{1+2B}-1}{B}.
\]

For \(b=10\,000\) nm, chosen to show the limit, \(B=33.2\) and \(k=0.466\). The wavelength is then about 936 nm; full viscous flow gives 936.4 nm. The rate therefore depends on the no-slip condition even when \(b\) is only comparable with \(h_0\), while the wavelength formula survives as long as \(B\ll1\).

### Thermal noise and the observed peak

If all waves start with the same mean square amplitude, each is multiplied by \(e^{2st}\), and the spectrum peaks at \(k=1\). A film that starts flat receives its disturbances from thermal motion instead, and these depend on \(q\).

Let \(S(q,t)\) be the spectrum, normalized so that \(\langle\zeta^2\rangle=\int S\,d^2q/(2\pi)^2\). With \(M=h_0^3q^2/(3\eta)\) we have \(s=-ME\), and random forcing of strength \(N\) gives

\[
\frac{dS}{dt}=-2MES+N .
\]

For a stable wave, \(E>0\), equilibrium requires \(S=k_BT/E\), with \(T\) the temperature. Hence \(N=2Mk_BT\). The forcing comes from viscous motion in the liquid, so the same \(N\) is used when \(E<0\). Starting from \(S=0\),

\[
S=\frac{k_BT}{|F''|-\gamma q^2}\left(e^{2st}-1\right)
=\frac{k_BT}{\gamma q_m^2}\,
\frac{e^{2\theta(2k^2-k^4)}-1}{2-k^2},
\qquad \theta=s_mt .
\]

At late times the \(-1\) is negligible. Setting the derivative of \(\ln S\) to zero gives \(4\theta(k^2-1)=1/(2-k^2)\). Near \(k=1\) the right side is 1, so \(k\simeq1+1/(8\theta)\). The peak starts at shorter wavelengths and approaches \(\lambda_m\) from below.

Summing over the unstable band gives the mean square roughness due to the growing waves

\[
\langle\zeta^2\rangle=\frac{k_BT}{2\pi\gamma}
\int_0^{\sqrt2}\frac{e^{2\theta(2k^2-k^4)}-1}{2-k^2}\,k\,dk .
\]

The thermal length \(\sqrt{k_BT/(2\pi\gamma)}\) is 0.155 nm here, already 4% of the thickness. Take \(h_0/5=0.8\) nm as a rough upper limit for using the linear theory; the quadratic pressure term is then 40% of the linear one, and the factor \(h^3\) in the flux changes by 60% to first order, so the results near this limit are only estimates. Applied to a root-mean-square value, the limit is generous. A single wave of root-mean-square height 0.8 nm has an amplitude of 1.1 nm. Moreover, when the linear law gives the fastest wave an amplitude of 0.8 nm, the nonlinear film equation already gives a trough about 1.07 nm deep. In the linear theory, the root-mean-square roughness of the unstable band alone reaches this value after 720 s, or \(1.98\tau\). The spectrum then peaks at 408 nm, 6.5% below \(\lambda_m\). In \(k\) the shift is 7.0%, against \(1/(8\times1.98)=6.3\%\) from the late-time formula. With under two time constants available, the selection is also broad: near its maximum the growth factor is \(e^{-8\theta(k-1)^2}\) times its peak, a standard deviation of \(1/(4\sqrt\theta)=0.18\) in \(k\). The stable waves add roughness that depends weakly on the shortest wavelength counted. Down to 1 nm they contribute about 0.4 nm, added in squares, and the total roughness reaches 0.8 nm after about 650 s.

### Retardation

Dispersion forces weaken when the field needs a time comparable with the electronic period to cross the film and return. At large thickness and zero temperature, the static polarizabilities, \(\hbar\), the speed of light \(c\) and \(h\) remain, and the one energy per area they can form is proportional to \(\hbar c/h^3\). Then \(F''\propto h^{-5}\), and if the film is still unstable, \(q_m^2=|F''|/(2\gamma)\) gives \(\lambda_m\propto h^{5/2}\). At 330 K this law fails for films several micrometres thick, because \(k_BT\) then enters as another energy. For polystyrene on oxide it may never be reached: the static permittivity of polystyrene lies between those of air and silica, which tends to stabilize thick films.

The size of the effect follows from the zero-point energy of the electromagnetic modes in the layers, in Lifshitz's form:

\[
F=\frac{\hbar}{4\pi^2}\int_0^\infty\! d\xi\int_0^\infty\! K\,dK
\sum_{\rm pol}\ln\!\left(1-r_1r_2e^{-2\kappa h}\right).
\]

Here \(\xi\) is the imaginary frequency, \(K\) the lateral wavenumber, \(\kappa^2=K^2+\varepsilon_f\xi^2/c^2\), \(\varepsilon_f\) the film permittivity, and \(r_1,r_2\) the reflection coefficients at the two faces for each polarization. Each material is given one electronic oscillator of energy 12.5 eV, with rough refractive indices 1.57 for the film and 1.45 for the oxide. Infrared and static polarization are left out. The nonretarded limit of this model gives \(A=1.8\times10^{-20}\) J, near the chosen value.

At 4 nm, retardation multiplies \(F''\) by 0.944. Since \(\lambda_m\propto|F''|^{-1/2}\) and \(s_m\propto|F''|^2\), the example changes to 449 nm and 408 s. The local power of thickness in the wavelength is 2.05. At 40 nm the factor is 0.345 and the local power is 2.44, so in this model the square law no longer describes such a film well. These numbers depend strongly on giving both materials the same oscillator energy, because the effective \(A\) is a difference of nearly equal attractions. Take instead about 9.4 eV and index 1.557 for the film, and 13.4 eV and index 1.448 for the oxide. The high frequencies then stabilize the film, and the nonretarded \(A\) falls to about \(2\times10^{-21}\) J. Retardation removes the high frequencies first, so it now increases \(|F''|\), by a factor 1.23 at 4 nm and 1.95 at 40 nm, with local powers 1.87 and 2.17. The model shows that retardation bends the square law over tens of nanometres; the size and sign of the correction for a real film require its measured optical spectra.

### Real films

A resist layer or polymer underlayer that is heated until it flows can dewet, and the model bears on this when the layer is a few nanometres thick. Two assumptions matter strongly in practice. The first is a single substrate. With \(A_{\rm Si}=-10^{-19}\) J, a rough value, the ratio of the silicon term in \(F''\) to the oxide term is, in magnitude,

\[
\frac{A_{\rm ox}-A_{\rm Si}}{A_{\rm ox}}
\left(\frac{h_0}{h_0+d}\right)^4
=6\left(\frac{4}{4+d/{\rm nm}}\right)^4 .
\]

For 200 nm of oxide it is \(9\times10^{-7}\). For 2 nm, the scale of a native oxide, it is 1.19. The terms have opposite signs, so with these values \(F''\) becomes positive and the 4 nm film is linearly stable: no wavelength is selected. The margin is small, however. The same film is unstable once the oxide is thicker than about 2.3 nm, so its fate on a native oxide depends on the exact thicknesses and constants. The second assumption is a clean, uniform film. Particles and other defects can open holes at places of their own, and this model gives no spacing for them.

Thickness also decides whether the instability has time to act. With the other inputs unchanged, a 40 nm film would have a nonretarded wavelength of 44 µm and a time constant of \(3.6\times10^7\) s. In the electronic oscillator model above, retardation changes these to 74 µm and \(3.1\times10^8\) s, a time of the order of ten years; with unequal oscillator energies the correction can go the other way, so only the rough magnitude of this time is meaningful. For this viscosity and substrate, this mechanism is negligible in a bake lasting minutes. A hotter film can be far less viscous, and the time constant falls in proportion to \(\eta\).

Gravity, inertia and elastic stress are negligible in the 4 nm example. Gravity adds \(\rho g\) to \(F''\), a relative change of \(8\times10^{-10}\) for a density \(\rho=1000\) kg/m³. Inertia relative to viscous stress is of order \(\rho s_mh_0^2/\eta\), about \(4\times10^{-21}\). Assigning each chain of molar mass 2 kg/mol an elastic energy of order \(k_BT\) gives a modulus \(\rho R_gT/(2\ {\rm kg/mol})\), with \(R_g\) the gas constant, and a relaxation time of about 0.007 s. This is far below \(\tau\), so treating the melt as a viscous liquid is consistent. The numerical output below lists most of the values used here. In it, "thermal rms" refers to the unstable band and "no-slip rate" to the shallow-film value.

## Computed results

```
Film thickness: 4.0 nm; temperature: 330 K
Surface tension: 0.030 N/m; viscosity: 1.0e+04 Pa s
Effective Hamaker constant: 2.00e-20 J
van der Waals pressure F': 1.6579e+04 Pa
Second derivative F'': -1.2434e+13 N/m^3
Fastest wavenumber: 0.01440 1/nm
Fastest wavelength: 436.5 nm = 0.4365 um
Cutoff wavelength: 308.6 nm
Largest growth rate: 2.7485e-03 1/s
Growth time constant: 363.8 s = 6.06 min
Nonlinear-equation scan: thickness nm, wavelength nm, time s
  3, 245.5, 86.3
  4, 436.5, 363.8
  6, 982.0, 2762.9
  8, 1745.9, 11642.7
Fitted thickness power of wavelength: 2.0000
Fitted thickness power of growth rate: -5.0000
Dominant mode in box of 6 predicted waves: 6
q h at fastest wave: 0.0576
Full-Stokes wavelength change: 0.149 %
Full-Stokes peak-rate change: -0.592 %
Slip 4 nm: wavelength 438.5 nm
Slip 4 nm: rate / no-slip rate 3.926
Slip 10000 nm: wavelength 936.4 nm
Thermal length sqrt(kT/(2 pi gamma)): 0.155 nm
Thermal rms reaches h/5 = 0.80 nm at 720 s
That time / growth time constant: 1.980
Thermal-spectrum peak then: 408.0 nm
Thermal change of peak wavelength: -6.53 %
Oscillator model: n film 1.57, n oxide 1.45, energy 12.5 eV
Oscillator-model Hamaker constant: 1.777e-20 J
Retarded / nonretarded F'' at 4 nm: 0.9438
Retarded wavelength at 4 nm: 449.3 nm
Retarded time constant at 4 nm: 408.4 s
Local wavelength power at 4 nm: 2.047
Local wavelength power at 40 nm: 2.439
Retarded / nonretarded F'' at 40 nm: 0.3446
40 nm film, nonretarded: 43647 nm, 3.638e+07 s
40 nm film, retarded: 74348 nm, 3.063e+08 s
Gravity / van der Waals stiffness: 7.89e-10
Density: 1000 kg/m^3; chain mass: 2.0 kg/mol
Chain relaxation time estimate: 7.29e-03 s
Hamaker constant for film on bare silicon: -1.0e-19 J
Silicon term / oxide term, 200 nm oxide: 8.87e-07
Silicon term / oxide term, 2 nm oxide: 1.185
```
